\section*{Counting spin multiplets of d^6 and f^9 for state averaging}

\section*{Problem}

A state-averaged calculation needs to know how many roots of each spin its active space can supply. Take $N$ electrons in $n$ active spatial orbitals and a spin-free Hamiltonian. Count a multiplet of spin $S$ once, although it contains $2S+1$ states with different spin projection $M$. Let $g(S)$ be the number of linearly independent multiplets of spin $S$.

\begin{enumerate}
\item Derive $g(S)$ by counting determinants, and bring it to a closed form.
\item Evaluate it for the shells $d^6$ and $f^9$, and check the results by the total number of microstates.
\item Sort the $d^6$ roots into atomic $LS$ terms.
\item Find the electron density matrix of the active shell, averaged with equal weights over all roots of one spin. Compare it with averages over one whole $LS$ term and over three of the $d^6$ quintets.
\item Apply the results to the free ion Fe$^{2+}$ with configuration $3d^6$.
\end{enumerate}

\section*{Solution}

\subsection*{1. The number of multiplets}

A determinant with $a$ spin-up and $b$ spin-down electrons has
\begin{equation}
a+b=N,\qquad M=\tfrac12(a-b),\qquad a=\tfrac N2+M,\qquad b=\tfrac N2-M .
\end{equation}
The two kinds of electron are placed independently, so the number of determinants with projection $M$ is
\begin{equation}
D(M)=\binom{n}{a}\binom{n}{b}.
\end{equation}
These determinants span all states of projection $M$. The same space can be spanned by multiplets. A multiplet of spin $S$ has one member for each $M=-S,-S+1,\dots,S$, hence one member at a given $M\ge 0$ if $S\ge M$, and none otherwise:
\begin{equation}
D(M)=\sum_{S\ge M} g(S).
\end{equation}
In the difference of neighbouring sectors, all terms but one cancel:
\begin{equation}
g(S)=D(S)-D(S+1)=\binom na\binom nb-\binom n{a+1}\binom n{b-1},
\label{diff}
\end{equation}
where now $a=N/2+S$ and $b=N/2-S$.

For the closed form, use
\begin{equation}
\binom n{a+1}=\frac{n-a}{a+1}\binom na,\qquad
\binom n{b-1}=\frac{b}{n-b+1}\binom nb .
\end{equation}
Then
\begin{equation}
g(S)=\binom na\binom nb\,
\frac{(a+1)(n-b+1)-(n-a)b}{(a+1)(n-b+1)} .
\end{equation}
The numerator is
\begin{align}
(a+1)(n-b+1)-(n-a)b
&=an-ab+a+n-b+1-nb+ab\nonumber\\
&=n(a-b+1)+(a-b+1)\nonumber\\
&=(n+1)(a-b+1).
\end{align}
The denominators are absorbed by
\begin{equation}
\frac{1}{a+1}\binom na=\frac1{n+1}\binom{n+1}{a+1},\qquad
\frac1{n-b+1}\binom nb=\frac1{n+1}\binom{n+1}{b}.
\end{equation}
One factor $n+1$ cancels against the numerator, and $a-b=2S$, so
\begin{equation}
g(S)=\frac{2S+1}{n+1}\binom{n+1}{N/2-S}\binom{n+1}{N/2+S+1}.
\label{weyl}
\end{equation}
The conditions $b\ge0$ and $a\le n$ limit the spin to $S\le\min(N/2,\;n-N/2)$.

Two electrons give a quick check. Equation \eqref{weyl} yields $n(n-1)/2$ triplets and $n(n+1)/2$ singlets, the numbers of antisymmetric and symmetric orbital pairs. Replacing electrons by holes, $N\to 2n-N$, changes $(a,b)$ into $(n-b,n-a)$ at fixed $S$ and leaves $D(S)$ and $D(S+1)$ unchanged. Therefore $d^4$ has the same counts as $d^6$, and $f^5$ the same as $f^9$.

\subsection*{2. The two shells}

For $d^6$, $n=5$ and $S\le2$. The sectors contain
\begin{equation}
D(2)=1\cdot5=5,\qquad D(1)=5\cdot10=50,\qquad D(0)=10\cdot10=100 .
\end{equation}
Equation \eqref{diff} gives
\begin{equation}
g(2)=5,\qquad g(1)=50-5=45,\qquad g(0)=100-50=50 .
\end{equation}
The closed form agrees:
\begin{equation}
\tfrac56\cdot6\cdot1=5,\qquad \tfrac36\cdot15\cdot6=45,\qquad \tfrac16\cdot20\cdot15=50 .
\end{equation}

For $f^9$, $n=7$ and $S\le5/2$. Here
\begin{equation}
D(\tfrac52)=1\cdot21=21,\qquad D(\tfrac32)=7\cdot35=245,\qquad D(\tfrac12)=21\cdot35=735,
\end{equation}
so there are $21$ sextets, $245-21=224$ quartets and $735-245=490$ doublets. The closed form again agrees:
\begin{equation}
\tfrac68\cdot28\cdot1=21,\qquad \tfrac48\cdot56\cdot8=224,\qquad \tfrac28\cdot70\cdot28=490 .
\end{equation}

The microstates are all ways of putting $N$ electrons into $2n$ spin orbitals. Restoring the $2S+1$ members of each multiplet gives
\begin{align}
d^6:&\quad 5\cdot5+3\cdot45+1\cdot50=25+135+50=210=\binom{10}{6},\\
f^9:&\quad 6\cdot21+4\cdot224+2\cdot490=126+896+980=2002=\binom{14}{9}.
\end{align}
One total cannot expose errors that compensate each other. In the sector of lowest $|M|$ each multiplet appears once, and indeed $5+45+50=100$ and $21+224+490=735$; but the differences \eqref{diff} add up to this sector identically, so these sums test only the subtractions. The independent test is the diagonalization of $\hat S^2$ in these two determinant spaces, which reproduced the individual counts.

\subsection*{3. From roots to $LS$ terms}

In a free atom, a term with orbital momentum $L$ contains $2L+1$ degenerate roots, so the number of roots is not the number of terms. To separate the terms of $d^6$, count the determinants also by $M_L$, the sum of the orbital projections $m=-2,\dots,2$.

Two like-spin electrons in different $d$ orbitals give $M_L=3,2,1,0,-1,-2,-3$ in $1,1,2,2,2,1,1$ ways. Three like-spin electrons have the same distribution: they leave two holes, and the sum of all five $m$ is zero. Four like-spin electrons leave one hole and give each value from $-2$ to $2$ once; five give zero. Combining the spin-up and spin-down distributions gives, for $M_L\ge0$,

\begin{center}
\begin{tabular}{l|rrrrrrr}
$M_L$ & 6 & 5 & 4 & 3 & 2 & 1 & 0\\ \hline
$M=2$ & 0 & 0 & 0 & 0 & 1 & 1 & 1\\
$M=1$ & 0 & 1 & 2 & 4 & 6 & 8 & 8\\
$M=0$ & 1 & 2 & 5 & 8 & 12 & 14 & 16\\ \hline
triplets & 0 & 1 & 2 & 4 & 5 & 7 & 7\\
singlets & 1 & 1 & 3 & 4 & 6 & 6 & 8
\end{tabular}
\end{center}

The triplet row is the $M=1$ row minus the $M=2$ row, and the singlet row is the $M=0$ row minus the $M=1$ row. This is the subtraction of part 1, made at fixed $M_L$. A term contributes one root to every column with $|M_L|\le L$, so the number of terms with a given $L$ is the entry at $M_L=L$ minus the entry at $M_L=L+1$. The result is

\begin{itemize}
\item quintets: $^5D$, with $5$ roots;
\item triplets: $^3H$, $^3G$, two $^3F$, $^3D$, two $^3P$, with $11+9+14+5+6=45$ roots;
\item singlets: $^1I$, two $^1G$, $^1F$, two $^1D$, two $^1S$, with $13+18+7+10+2=50$ roots.
\end{itemize}

The same counting for $f^9$ gives 3 sextet, 24 quartet and 46 doublet terms.

\subsection*{4. What equal weights do to the density}

The density matrix of the active shell is the average of
\begin{equation}
\hat E_{pq}=\sum_\sigma \hat a^\dagger_{p\sigma}\hat a_{q\sigma}.
\end{equation}

\paragraph{All roots of one spin.} Let $\hat P_S$ project onto all states of spin $S$. The equally weighted density is
\begin{equation}
\gamma_{pq}=\frac{\mathrm{Tr}(\hat P_S\hat E_{pq})}{\mathrm{Tr}\,\hat P_S}.
\end{equation}
The spin operator $\hat S_+=\sum_p\hat a^\dagger_{p\uparrow}\hat a_{p\downarrow}$ flips a spin without moving the electron to another orbital. Hence $\hat S^2$, and with it $\hat P_S$, conserves the number of electrons in each orbital. For $p\ne q$, $\hat E_{pq}$ changes these numbers, so the trace vanishes. For $p=q$, any permutation of the orbitals leaves $\hat S^2$ unchanged, so all diagonal elements are equal. Their sum is $N$, and therefore
\begin{equation}
\gamma_{pq}=\frac Nn\,\delta_{pq}.
\end{equation}
This is $6/5=1.2$ electrons per orbital for $d^6$ and $9/7\approx1.286$ for $f^9$. The Hamiltonian did not enter, because the roots together span the whole spin space. The result therefore also holds for the same active orbitals in a ligand field, where the $LS$ terms split.

\paragraph{One whole $LS$ term.} In a free atom with spherical $d$ orbitals, the average over a complete term is unchanged by rotations, so $\gamma$ commutes with the one-electron orbital momentum. Commuting with $\hat l_z$ makes $\gamma$ diagonal in $m$. Commuting with $\hat l_+$, which connects $m$ to $m+1$, makes neighbouring diagonal elements equal. Again $\gamma$ is $N/n$ times the unit matrix. The complete spin set is thus a safe choice, but in the free atom a smaller set made of whole terms is balanced too. In a ligand field of low symmetry the terms split and mix, and the same number of lowest roots is in general not balanced.

\paragraph{Three of the five quintets.} In the $M=2$ member of a $d^6$ quintet, five spin-up electrons fill every orbital once, and the sixth electron occupies some orbital $u$ with spin down. If $c_p$ are the expansion coefficients of this orbital, then $\gamma_{pq}=\delta_{pq}+c_p^*c_q$. Writing $u$ also for the column vector with components $c_p^*$, the density matrix is $\mathbf 1+uu^\dagger$. It is the same for the other members, because $\hat E_{pq}$ commutes with the spin operators. Three orthonormal quintets have three orthonormal orbitals $u_k$, so
\begin{equation}
\gamma=\mathbf 1+\frac13\sum_{k=1}^3u_ku_k^\dagger ,
\end{equation}
with eigenvalues $4/3,4/3,4/3,1,1$, whose sum is 6. The shell is no longer spherical. Orbitals optimized for this average are not required by symmetry to be spherical, so the fivefold degeneracy of $^5D$ is no longer protected. For Fe$^{2+}$ in the def2-SVP basis, one such optimization over three quintets spreads the five roots over about 0.13 eV, whereas the average over all five keeps them degenerate.

\subsection*{5. The free ion Fe$^{2+}$}

The orbitals come from a restricted mean field in the def2-SVP basis with $6/5$ electrons in each $3d$ orbital, which keeps the ion spherical. The Hamiltonian of six electrons in the five $3d$ orbitals was then diagonalized in the 100 determinants with $M=0$. Correlation outside this shell, relativity and spin-orbit coupling are left out, and the orbitals are not reoptimized for any set of roots. The energies are therefore illustrative; the degeneracies are the object of the comparison.

The numerical output lists 16 levels. Their spins and degeneracies match the 16 terms of part 3. The lowest is $^5D$. The triplets lie between 2.64 and 7.29 eV above it, and the singlets between 3.96 and 14.27 eV. An average over all 50 singlets thus spans
\begin{equation}
14.27-3.96\approx10.3\ \text{eV},
\end{equation}
and one set of orbitals must serve all of them. These energies are not converged to the digits shown. The def2-TZVP and def2-QZVP bases lower them by about 1\% (highest singlet 14.1 eV, span 10.2 eV), and orbitals optimized for the average over the five quintets raise them by about 6\% (highest singlet 15.1 eV, span 10.9 eV). The order of the 16 levels is the same in all these settings. Correlation outside the shell, left out here, reduces such term separations in the real ion. If only the low singlets matter, whole low terms are a reasonable alternative, for example the 13 roots of $^1I$.

The spins overlap in energy, which matters for a solver that fixes $M$ but not $S$. At $M=0$, the lowest 45 roots are not the 45 triplets: the first five are quintets, and $^1I$ lies below $^3D$. The highest triplet term, $^3P$ at 7.29 eV, has three singlet terms above it, with $9+5+1=15$ roots. With the order of levels found in this model, all triplets are therefore included only after $100-15=85$ roots. At $M=1$ singlets are absent, and the full set of $5+45=50$ roots suffices. A spin-adapted solver needs 45.

The computed occupations follow part 4. They are 1.2000 in every orbital for the complete quintet, triplet and singlet sets, and also for the 11 roots of the lowest triplet term, $^3H$. For three of the five quintets they are 1.3333 three times and 1.0000 twice.

The counts belong to the chosen active space. Adding the $4s$ orbital or a second $d$ shell changes $n$, and equation \eqref{weyl} must be evaluated again. Spin-orbit coupling mixes different $S$ and $M$; the multiplets then have to be expanded into their members, and without symmetry the relevant dimensions are the totals 210 and 2002. In the free ion $M_J=M_L+M$ is still conserved, and the largest blocks contain 34 and 198 states.

\section*{Table of computed values}
\begin{verbatim}
d^6: orbitals 5, electrons 6
  quintets: 5; LS terms 1; microstates 25; determinants at M=2.0: 5
  triplets: 45; LS terms 7; microstates 135; determinants at M=1.0: 50
  singlets: 50; LS terms 8; microstates 50; determinants at M=0.0: 100
  sum of multiplets 100, total microstates 210
  average electrons per orbital, each full spin set: 1.2000
f^9: orbitals 7, electrons 9
  sextets: 21; LS terms 3; microstates 126; determinants at M=2.5: 21
  quartets: 224; LS terms 24; microstates 896; determinants at M=1.5: 245
  doublets: 490; LS terms 46; microstates 980; determinants at M=0.5: 735
  sum of multiplets 735, total microstates 2002
  average electrons per orbital, each full spin set: 1.2857
Fe2+ 3d^6, def2-SVP, six electrons in five 3d orbitals:
  determinants at M=0: 100
  term 5D: roots 5, energy 0.000 eV
  term 3H: roots 11, energy 2.642 eV
  term 3P: roots 3, energy 2.945 eV
  term 3F: roots 7, energy 3.038 eV
  term 3G: roots 9, energy 3.349 eV
  term 1I: roots 13, energy 3.964 eV
  term 1G: roots 9, energy 4.175 eV
  term 3D: roots 5, energy 4.338 eV
  term 1S: roots 1, energy 4.875 eV
  term 1D: roots 5, energy 5.236 eV
  term 1F: roots 7, energy 6.083 eV
  term 3F: roots 7, energy 7.196 eV
  term 3P: roots 3, energy 7.289 eV
  term 1G: roots 9, energy 8.136 eV
  term 1D: roots 5, energy 11.032 eV
  term 1S: roots 1, energy 14.272 eV
Natural 3d occupations (electrons) of averaged densities:
  all 5 quintets: 1.2000 1.2000 1.2000 1.2000 1.2000
  3 of 5 quintets: 1.3333 1.3333 1.3333 1.0000 1.0000
  all 45 triplets: 1.2000 1.2000 1.2000 1.2000 1.2000
  lowest triplet term, 11 roots: 1.2000 1.2000 1.2000 1.2000 1.2000
  all 50 singlets: 1.2000 1.2000 1.2000 1.2000 1.2000
\end{verbatim}
